# Why a Round Polar Skyrmion Drifts Along the Applied Force

## What symmetry allows and what it leaves open

A weak force $\mathbf F$ in the plane of a film gives a skyrmion a drift velocity $\mathbf V$ in the same plane. To first order, friction balances force:

$$F_i=\zeta_{ij}V_j ,\qquad i,j=x,y .$$

If the skyrmion is axisymmetric, $\zeta$ must be unchanged by any rotation about the film normal $z$. A $2\times2$ matrix with this property has two free numbers:

$$\zeta=\begin{pmatrix}\zeta_s&-\zeta_a\\ \zeta_a&\zeta_s\end{pmatrix}.$$

The symmetric part $\zeta_s$ opposes the motion. The antisymmetric part $\zeta_a$ pushes sideways and does no work. Axial symmetry therefore does not forbid a transverse deflection, and magnetic skyrmions show one. What removes $\zeta_a$ for a polar skyrmion is the form of its equation of motion: in purely relaxational dynamics $\zeta_{ij}$ is an overlap integral that is symmetric in $i$ and $j$, whatever the topological charge.

## Projection onto the skyrmion position

Let $\mathbf P(x,y,t)$ be the polarization, uniform through the film thickness, and let $\mathcal F[\mathbf P]$ be the free energy per unit thickness without the driving field. Isotropic relaxational Landau dynamics in a weak field $E_z(x,y)$ reads

$$\Gamma\,\partial_t\mathbf P=-\frac{\delta\mathcal F}{\delta\mathbf P}+E_z\hat{\mathbf z},\qquad \Gamma>0\ \text{a scalar}.$$

Let $\mathbf P_0(\mathbf r)$ be a static localized skyrmion without the field, so that $\delta\mathcal F/\delta\mathbf P=0$ at $\mathbf P_0$. Write the driven state as a shifted skyrmion plus a small distortion,

$$\mathbf P=\mathbf P_0(\mathbf r-\mathbf R(t))+\mathbf p_1,\qquad \int\partial_i\mathbf P_0\cdot\mathbf p_1\,d^2r=0 .$$

The orthogonality condition defines the position $\mathbf R$: no part of $\mathbf p_1$ is a mere displacement. With $\mathbf V=\dot{\mathbf R}$, the chain rule gives $\partial_t\mathbf P=-V_j\partial_j\mathbf P_0+\partial_t\mathbf p_1$. To first order in the field the variational derivative is $L\mathbf p_1$, where $L$ is the second variation of $\mathcal F$ at $\mathbf P_0$. Hence

$$-\Gamma V_j\,\partial_j\mathbf P_0+\Gamma\,\partial_t\mathbf p_1=-L\mathbf p_1+E_z\hat{\mathbf z}.$$

Take the scalar product with $\partial_i\mathbf P_0$ and integrate. Both terms in $\mathbf p_1$ drop out at first order.

- Differentiating the orthogonality condition in time gives $\int\partial_i\mathbf P_0\cdot\partial_t\mathbf p_1=V_j\int\partial_i\partial_j\mathbf P_0\cdot\mathbf p_1$. This is a product of two small quantities.
- A shifted skyrmion is also static, so differentiating the static equation with respect to position gives $L\,\partial_i\mathbf P_0=0$. As a second derivative of an energy, $L$ is self-adjoint, so $\int\partial_i\mathbf P_0\cdot L\mathbf p_1=\int\mathbf p_1\cdot L\,\partial_i\mathbf P_0=0$.

What remains, after a change of sign, is

$$\boxed{\;\Gamma D_{ij}V_j=F_i,\qquad D_{ij}=\int\partial_i\mathbf P_0\cdot\partial_j\mathbf P_0\,d^2r\;}$$

$$F_i=-\int E_z\,\partial_iP_{0z}\,d^2r .$$

The right-hand side is the force on the collective coordinate. The coupling energy of the shifted skyrmion is $U(\mathbf R)=-\int E_z(\mathbf r)P_{0z}(\mathbf r-\mathbf R)\,d^2r$, and since $\partial/\partial R_i$ acts on $P_{0z}$ as $-\partial_i$, $-\partial U/\partial R_i$ is the integral above. The skyrmion does distort, but the distortion does not alter the velocity at first order in the force.

The matrix $D_{ij}$ is symmetric because a scalar product does not depend on the order of its factors. Axial symmetry means that rotating space and polarization together leaves $\mathbf P_0$ unchanged, so $D$ has the rotation-invariant form given at the start. Symmetry then removes its antisymmetric entry, leaving $D_{ij}=D\,\delta_{ij}$ and

$$\mathbf V=\frac{\mathbf F}{\Gamma D}.$$

A fourfold crystal anisotropy does not spoil this, provided the skyrmion itself keeps the fourfold symmetry. Invariance under a quarter turn requires $D_{xx}=D_{yy}$ and $D_{xy}=-D_{yx}$, and symmetry again makes the off-diagonal entries vanish.

"Along the force" means along $-\partial U/\partial\mathbf R$, not along the electric field, which here points out of the plane. For a uniform gradient $E_z=E'x$ and background polarization $P_{bg}$, integration by parts gives

$$F_x=-E'\int x\,\partial_x(P_{0z}-P_{bg})\,d^2r=-E'\int(P_{bg}-P_{0z})\,d^2r,\qquad F_y=0 .$$

For $P_{bg}>0$ and a core of opposite polarization the integral is positive, and the skyrmion moves towards lower $E_z$.

## The size of the friction

Consider a Bloch texture, $\mathbf P_0=P_\phi(\rho)\hat{\boldsymbol\phi}+P_z(\rho)\hat{\mathbf z}$. Its radial derivative is $P_\phi'\hat{\boldsymbol\phi}+P_z'\hat{\mathbf z}$. Its azimuthal derivative divided by $\rho$ is $-(P_\phi/\rho)\hat{\boldsymbol\rho}$, because $\partial_\phi\hat{\boldsymbol\phi}=-\hat{\boldsymbol\rho}$. Since $2D=D_{xx}+D_{yy}=\int|\nabla\mathbf P_0|^2d^2r$,

$$D=\pi\int_0^\infty\left(P_\phi'^2+P_z'^2+\frac{P_\phi^2}{\rho^2}\right)\rho\,d\rho .$$

For a large skyrmion, of radius $R$ much greater than its wall width $w$, this simplifies. Take fixed length $P_0$ and a polar angle obeying $|\theta'|=\sin\theta/w$ in the wall. Then $\int\theta'^2d\rho=\int_0^\pi(\sin\theta/w)\,d\theta=2/w$. The last term of $D$ is smaller by a factor of order $w^2/R^2$, so

$$D\simeq\frac{2\pi P_0^2R}{w},\qquad |F_x|\simeq 2\pi R^2P_0|E'|,\qquad |V|\simeq\frac{|E'|Rw}{\Gamma P_0}.$$

At a fixed gradient, wall width and friction coefficient, a larger skyrmion moves faster, because the force grows with its area and the drag with its circumference.

## What a magnetic skyrmion has in addition

For a magnetization of unit length $\mathbf m$, precession with Gilbert damping reads $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m}$. Take the cross product of $\mathbf m$ with both sides. With $\mathbf m\times(\mathbf m\times\mathbf H)=-\mathbf H_\perp$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$,

$$\alpha\,\dot{\mathbf m}+\mathbf m\times\dot{\mathbf m}=\gamma\,\mathbf H_\perp .$$

The first term is the relaxational one. The second has no counterpart in the Landau equation above. To see its effect on the same texture, add $g\,\mathbf P\times\partial_t\mathbf P$ to the left side of the polar equation. For steady drift, projection adds $gG_{ij}V_j$ to the friction, with

$$G_{ij}=\int\partial_i\mathbf P_0\cdot(\mathbf P_0\times\partial_j\mathbf P_0)\,d^2r=\int\mathbf P_0\cdot(\partial_j\mathbf P_0\times\partial_i\mathbf P_0)\,d^2r .$$

This changes sign when $i$ and $j$ are exchanged. Let $N=\int\mathbf P_0\cdot(\partial_x\mathbf P_0\times\partial_y\mathbf P_0)\,d^2r$, so that $G_{xy}=-N$ and $G_{yx}=N$. The balance becomes

$$\Gamma DV_x-gNV_y=F_x,\qquad \Gamma DV_y+gNV_x=F_y .$$

Adding $i$ times the second equation to the first gives

$$(\Gamma D+igN)(V_x+iV_y)=F_x+iF_y,\qquad \text{deflection}=-\arctan\frac{gN}{\Gamma D}.$$

Write $\mathbf P_0=|\mathbf P_0|\,\mathbf n$. Derivatives of the length are parallel to $\mathbf n$ and drop out of the triple product, so the integrand of $N$ is $|\mathbf P_0|^3\,\mathbf n\cdot(\partial_x\mathbf n\times\partial_y\mathbf n)$. At fixed length $N=4\pi QP_0^3$, where $Q$ is the skyrmion number. Topology thus sets the size of the sideways force, but the term $\mathbf P\times\partial_t\mathbf P$ must first be present. For the magnet the ratio is $4\pi Q/(\alpha D)$, with $D$ formed from $\mathbf m$; the deflection approaches a right angle when $\alpha D\ll4\pi|Q|$.

## Why the polarization does not supply this term

A general local friction law is $\Gamma_{ab}\,\partial_tP_b=-\delta\mathcal F/\delta P_a$. Near equilibrium, Onsager symmetry requires an antisymmetric part of $\Gamma_{ab}$ to change sign under time reversal. The term $g\,\mathbf P\times\partial_t\mathbf P$ is an antisymmetric friction matrix proportional to $\mathbf P$. Polarization is a displacement of charge and keeps its sign under time reversal, so in a nonmagnetic film without a magnetic field $g$ must vanish. Magnetization changes sign, and the corresponding term is allowed.

A magnetic field $B$ along $z$ does allow a constant antisymmetric term $b\,\hat{\mathbf z}\times\partial_t\mathbf P$, the Lorentz force on moving ions. Its projection contains

$$\int\hat{\mathbf z}\cdot(\partial_x\mathbf P_0\times\partial_y\mathbf P_0)\,d^2r=\int\left[\partial_x(P_x\partial_yP_y)-\partial_y(P_x\partial_xP_y)\right]d^2r=0 ,$$

where the mixed second derivatives cancel and the boundary terms vanish because the in-plane polarization decays. This constant term turns local rates of change sideways, but at first order it does not deflect the skyrmion as a whole. Field-induced terms that also depend on $\mathbf P$ are allowed, and they can leave a small deflection.

Ionic inertia, a term $\mu\,\partial_t^2\mathbf P$, projects at first order to $\mu D\,\dot{\mathbf V}$. It delays the response and does not turn it.

## Direct integration of the field equation

The following model provides a static skyrmion. With $\mathbf p=\mathbf P/P_0$, lengths in units of $\ell$ and energy density in units of $f_0$,

$$f=\tfrac A4(p^2-1)^2+\tfrac K2(p_x^2+p_y^2)+\tfrac12|\nabla\mathbf p|^2+C\,\mathbf p\cdot(\nabla\times\mathbf p)-E\,p_z ,$$

with $A=30$, $K=1$ and $C=0.55$. The relaxed texture has $Q=-1$, and $|\mathbf p|$ stays between 0.979 and 1.010. Its integrals are $D=17.63$ and $N=-12.15$. The latter is 3% smaller in size than $4\pi|Q|=12.57$, as the cubed length in its integrand permits.

The full equation for $\mathbf p(x,y,t)$ was integrated with $\Gamma=1$ under a weak field wave oblique to the grid. The force on the round skyrmion is $1.2877\times10^{-2}$, so projection predicts a speed of $1.2877\times10^{-2}/17.63=7.304\times10^{-4}$. The tests compared the motion with the projected prediction in four cases.

- **Scalar friction.** The measured speed is $7.303\times10^{-4}$, and the deflection is zero to the four decimals of a degree printed. The zero alone is a weak test. With $x$ taken along the wave vector, the continuum model, its skyrmion and the field are unchanged by $y\to-y$, $p_x\to-p_x$, and this forbids sideways drift at any drive strength. The speed tests the projection, and so do the next two cases, whose added terms break this symmetry.
- **Added $g\,\mathbf p\times\partial_t\mathbf p$ with $g=1$**, same texture and force. The prediction is $\arctan(12.15/17.63)=34.6^\circ$, and the measured deflection is $34.6^\circ$.
- **Added $b\,\hat{\mathbf z}\times\partial_t\mathbf p$ with $b=1$**, same texture and force. The deflection is again zero to four decimals.
- **An elliptic skyrmion with scalar friction**, obtained by raising the gradient stiffness along $x$ to 1.2. The deflection is $-5.6^\circ$, as predicted.

The last case marks the limit of the claim. Here $D_{xx}=14.20$ and $D_{yy}=18.54$, and $V_x=F_x/(\Gamma D_{xx})$, $V_y=F_y/(\Gamma D_{yy})$. The force lies on a line at $26.57^\circ$ to $x$, with slope 0.5. The velocity has slope $0.5\times14.20/18.54=0.383$, or $20.96^\circ$. The skyrmion drifts obliquely because it moves more easily along $x$, with no gyroscopic force.

The two kinds of deflection can be told apart. Reflecting the force about a principal axis of $D_{ij}$ reverses the friction deflection, and a force along such an axis gives none. In this model these are also the axes of the ellipse; in a film of lower symmetry they can differ from the axes of the visible shape. The gyroscopic deflection of a round skyrmion is the same for every direction of the force.

## An example in engineering units

Take $P_0=60\ \mu\mathrm{C/cm^2}$, $\ell=2.5$ nm, film thickness $t_f=5$ nm, $\Gamma=10^{-3}\ \Omega\,$m and 300 K. A gradient coefficient $\kappa=2\times10^{-10}\ \mathrm{J\,m^3/C^2}$ sets the energy-density unit $f_0=\kappa P_0^2/\ell^2=11.5\ \mathrm{MJ/m^3}$ and the field unit $f_0/P_0=0.19$ MV/cm. The skyrmion is 10.1 nm across, measured where $P_z=0$. A field gradient of 0.1 (MV/cm)/µm, or $10^{13}\ \mathrm{V/m^2}$, drives it over 20 nm centred on zero field. With the reduced integral $S=\int(1-p_z)\,d^2r=29.76$, the total force is

$$F=E'SP_0\ell^2t_f=10^{13}\times29.76\times0.60\times(2.5\times10^{-9})^2\times5\times10^{-9}\ \mathrm N=5.6\ \mathrm{pN}.$$

The total drag coefficient is

$$\zeta=\Gamma P_0^2Dt_f=10^{-3}\times0.36\times17.63\times5\times10^{-9}\ \mathrm{N\,s/m}=3.2\times10^{-11}\ \mathrm{N\,s/m}.$$

Hence $V=F/\zeta=0.18$ m/s, or 0.18 nm/ns, and the 20 nm take about 110 ns.

This is a mean drift. Thermal agitation spreads the sideways position by $\sigma=\sqrt{2k_BTt/\zeta}$. With the transit time $t=\zeta d/F$ for a path $d$, the drag cancels:

$$\sigma=\sqrt{\frac{2k_BTd}{F}}=5.45\ \mathrm{nm},\qquad \frac{\sigma}{d}=\sqrt{\frac{2k_BT}{Fd}} .$$

Over 20 nm this corresponds to an angle of $15^\circ$. A single run can therefore look deflected although the mean is straight. To bring the standard error of the mean angle down to $1^\circ$ takes about $(5.45/20/0.0175)^2\approx240$ independent runs. A greater product of force and path length also helps, provided the local field at the skyrmion stays weak.

Defects matter too. A column 0.4 nm wide through the film, with its anisotropy removed, exerts at most 0.29 of the driving force on the undistorted texture. A few such columns acting together could delay or divert the skyrmion. This estimate scales with the model's anisotropy, $Kf_0/2=5.8\ \mathrm{MJ/m^3}$, which makes the well of one column only about $k_BT$ deep. That anisotropy is weak: it implies a transverse susceptibility $P_0^2/(\varepsilon_0Kf_0)\approx3500$, far above that of lead titanate, where such defects can pin much more strongly.

The field at the ends of the path is only $\pm0.001$ MV/cm, a thousandth of a rough breakdown field of 1 MV/cm. It still changes the static diameter from 9.6 nm at the start to 10.8 nm at the end, so the quoted speed is a value for the middle of the path. With the assumed $\Gamma$, inertia has a memory time of about 3 fs, negligible beside the transit. A smaller $\Gamma$ would lengthen this time and shorten the transit, but even a hundredfold reduction would leave the memory time far below the transit time. The magnetic-field term at 10 T is $7\times10^{-7}$ of the friction.

## Comparison with real films, and use

The polarization, film thickness and skyrmion diameter chosen here lie in the rough regime of polar skyrmions in PbTiO₃/SrTiO₃ superlattices, which are several nanometres across. Three differences affect the numbers. First, the model holds its skyrmion together with a chiral gradient term and assumes screened surface charge, whereas electrostatics and strain do most of this work in the superlattice. There the texture also varies through the layer, Bloch-like in the middle and Néel-like near the interfaces, so $D_{ij}$ becomes a volume integral. It remains symmetric, but its value differs. If the polarization kept its value $P_0$ without screening, the depolarizing field at background permittivity 10 would be about 68 MV/cm, against the model's field unit of 0.19 MV/cm. The model's uniform polarization could not survive such a field, so screening is essential to it. Electrostatic and elastic energies can decide whether the skyrmion exists, and they change $D$ and $F$ by amounts not computed here. Being conservative, they add no antisymmetric friction. Secondly, the width parameter $w$ of the model is roughly 2 nm, so its wall is about $2w\approx4$ nm wide in full. This is wide for lead titanate, where full wall widths are roughly 1 nm or less. For a wall 1 nm wide in full ($w=0.5$ nm) at the same radius, gradient and $\Gamma$, the large-radius formula gives a speed lower by a factor of about 4. This is only a rough guide, because the model's radius is little more than $2w$. The continuum model also omits pinning by the crystal lattice, which grows steeply as a wall narrows to a few unit cells. At the weak field used here, such pinning can stop steady drift and leave only thermally activated steps, so the speed in the example is not a prediction for lead titanate. Thirdly, $\Gamma$ is a round assumed value, and the speed is inversely proportional to it. The assumed value may well be too large: for an ionic mass of 25 u and a charge of $6e$ per cell, a lattice mode with a linewidth of 20 to 100 cm⁻¹ corresponds to $\Gamma$ of roughly $1\times10^{-5}$ to $5\times10^{-5}\ \Omega\,$m. If such a value also governed the skyrmion, the model's speed would be tens of times higher.

For a nonmagnetic film under weak drive, a track for round polar skyrmions needs no allowance for a systematic gyroscopic drift towards one edge. It does need room for thermal wandering and for diversion by defects. If the averaged path is still oblique, three causes should be examined first:

- the true direction of $-\partial U/\partial\mathbf R$, including stray field gradients;
- a noncircular shape, by repeating the run with the force in several directions and seeing whether the deflection changes;
- pinning, by repeating the run at a larger force and at other places in the film.

Under strong drive the terms of second order in $\mathbf p_1$, dropped in the projection, are no longer small, and this derivation does not settle the direction of drift. The values behind the comparisons are listed in the numerical output below.

## Computed values

```
Reduced model: A = 30, K = 1, C = 0.55, grid 48 x 48, box 16 ell
Skyrmion number Q = -1.0000
Smallest and largest |p| = 0.979, 1.010
Friction D_xx, D_yy = 17.6308, 17.6308; D_xy = 1.1e-15 (reduced)
Friction D from radial formula = 17.6316 (reduced)
Gyroscopic integral N = -12.1460; 4 pi Q = -12.5664 (reduced)
Boundary integral of z.(dxp x dyp) = -1.7e-16 (reduced)
Integral S of (1 - pz) = 29.7624 (reduced)
Wave force: size 1.2877e-02 (reduced), direction -153.43 deg from x
Scalar friction: speed measured 7.3034e-04, predicted 7.3040e-04 (reduced)
Scalar friction: measured deflection 0.0000 deg
With g p x dp/dt, g = 1: deflection measured 34.56, predicted 34.56 deg
With g p x dp/dt: speed measured 6.0146e-04, predicted 6.0148e-04 (reduced)
With constant b z x dp/dt, b = 1: measured deflection 0.0000 deg
Elliptic case, x stiffness 1.2: D_xx, D_yy = 14.2003, 18.5356 (reduced)
Elliptic case: deflection measured -5.605, predicted -5.605 deg
--- worked example ---
Polarization P0 = 60 uC/cm2
Length unit ell = 2.5 nm; film thickness = 5.0 nm
Gradient coefficient kappa = 2.0e-10 J m3/C2
Friction coefficient Gamma = 1.0e-03 ohm m
Temperature = 300 K
Energy-density unit f0 = 11.52 MJ/m3
Field unit f0/P0 = 0.1920 MV/cm
Longitudinal relative susceptibility of model = 59
Skyrmion diameter (pz = 0) = 10.12 nm
Field gradient = 0.10 (MV/cm)/um; path = 20 nm
Force = 5.580 pN
Drag coefficient = 3.174e-11 N s/m
Drift speed = 0.1758 m/s = 0.1758 nm/ns
Transit time = 113.7 ns
--- neglected effects ---
Field at path ends = +/-0.0010 MV/cm; fraction of rough breakdown 1 MV/cm = 1.0e-03
Diameter at start and end of path = 9.57, 10.77 nm
Thermal sideways rms = 5.45 nm; as angle 15.2 deg
Defect column 0.4 nm wide, anisotropy removed: largest force/drive = 0.29
Unscreened depolarizing field, background permittivity 10 = 67.8 MV/cm
Ionic inertia time (mass 25 u, charge 6 e) = 2.88 fs
Magnetic-field term / friction at 10 T = 6.7e-07
```
